# Radiation Error in the Apparent Thermal Conductivity of a Heated Filament: a program that tests the result

```python
"""Radiation error in the conductivity of a self-heated filament in vacuum.

Result under test: a reading of the fundamental axial mode that ignores surface
loss returns  k_app = k + 16 sigma T0^3 L^2 / (pi^2 D).
k: true conductivity, L: length, D: diameter, T0: temperature of clamps and
enclosure, sigma: Stefan-Boltzmann constant. The surface is black.
All quantities are in SI units unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0, j1, jv, jve, hankel1

pi, sigma, kB = np.pi, const.Stefan_Boltzmann, const.k
length, diameter, T0 = 2e-3, 10e-6, 300.0
k_true, heat_capacity = 10.0, 1.3e6
resistivity, beta = 15e-6, -3e-4        # beta: relative change of R per kelvin
current, frequency = 0.2e-3, 1.0        # rms current, drive frequency
clamp_resistance = 1e4                  # K/W at each end
pressure = 1e-5 * const.torr
radius = diameter / 2
area = pi * radius**2


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# Derived formula
h_rad = 4 * sigma * T0**3
g_loss = 4 * h_rad / diameter
shift = 16 * sigma * T0**3 * length**2 / (pi**2 * diameter)
k_app = k_true + shift


# Radiative coefficient from Planck's law
def exitance(T):
    integral = quad(lambda x: x**3 / np.expm1(x), 1e-9, 60, epsabs=1e-12)[0]
    return 2 * pi * (kB * T)**4 / (const.c**2 * const.h**3) * integral


h_planck = (exitance(T0 + 0.5) - exitance(T0 - 0.5)) / 1.0
assert abs(h_planck / h_rad - 1) < 2e-5   # finite-difference error about 3e-6


# Full three-dimensional cylinder: radial eigenvalue with a radiating surface
def shift_from_cylinder(k):
    def surface_balance(y):
        return k * y * j1(y) - h_rad * radius * j0(y)
    y = brentq(surface_balance, 1e-8, 2.4, xtol=1e-15, rtol=1e-14)
    return k * (y / radius)**2 * length**2 / pi**2


for k_test in (1.0, 10.0, 100.0):
    assert abs(shift_from_cylinder(k_test) / shift - 1) < 5e-5
shift_3d = shift_from_cylinder(k_true)

# Chebyshev collocation on s = x/L from 0 to 1
N = 24
nodes = np.cos(pi * np.arange(N + 1) / N)
scale = np.ones(N + 1)
scale[0] = scale[-1] = 2
scale *= (-1.0)**np.arange(N + 1)
gaps = nodes[:, None] - nodes[None, :] + np.eye(N + 1)
D1 = np.outer(scale, 1 / scale) / gaps
D1 -= np.diag(D1.sum(axis=1))
D1 *= -2.0
D2 = D1 @ D1
s = (1 - nodes) / 2
moments = np.array([2 / (1 - n**2) if n % 2 == 0 else 0.0
                    for n in range(N + 1)])
weights = np.linalg.solve(np.polynomial.chebyshev.chebvander(nodes, N).T,
                          moments) / 2


def steady_profile(q, nonlinear=False, feedback=0.0, r_clamp=0.0):
    """Temperature rise under uniform heating q, by Newton iteration."""
    theta = np.zeros(N + 1)
    factor = length**2 / k_true
    slip = r_clamp * k_true * area / length
    unit = np.eye(N + 1)
    for _ in range(12):
        if nonlinear:
            loss = 4 * sigma * ((T0 + theta)**4 - T0**4) / diameter
            slope = 16 * sigma * (T0 + theta)**3 / diameter
        else:
            loss, slope = g_loss * theta, g_loss * np.ones(N + 1)
        res = D2 @ theta + factor * (q * (1 + feedback * theta) - loss)
        jac = D2 + factor * np.diag(q * feedback - slope)
        res[0] = theta[0] - slip * (D1[0] @ theta)
        res[-1] = theta[-1] + slip * (D1[-1] @ theta)
        jac[0] = unit[0] - slip * D1[0]
        jac[-1] = unit[-1] + slip * D1[-1]
        theta = theta - np.linalg.solve(jac, res)
    return theta


def mode_amplitude(theta):
    return 2 * weights @ (theta * np.sin(pi * s))


def k_from_mode(q, theta):
    return 4 * q * length**2 / (pi**3 * mode_amplitude(theta))


resistance = resistivity * length / area
power = current**2 * resistance
q_heat = power / (area * length)
theta_lin = steady_profile(q_heat)
k_mode = k_from_mode(q_heat, theta_lin)
assert abs(k_mode - k_app) < 1e-6

# A dc reading of the mean rise has a slightly different radiation shift
mean_rise = weights @ theta_lin
k_mean = q_heat * length**2 / (12 * mean_rise)
z = length / 2 * np.sqrt(g_loss / k_true)
k_mean_formula = k_true * z**2 / (3 * (1 - np.tanh(z) / z))
assert abs(k_mean - k_mean_formula) < 1e-6
assert abs((k_mean - k_true) / (g_loss * length**2 / 10) - 1) < 0.005

# Neglected effects in the steady profile
shift_t4 = k_from_mode(q_heat, steady_profile(q_heat, nonlinear=True)) - k_mode
amplitude = mode_amplitude(theta_lin)
assert abs(shift_t4 / (shift * 4 * amplitude / (pi * T0)) - 1) < 0.10
q_low = q_heat / 4
shift_t4_low = k_from_mode(q_low, steady_profile(q_low, nonlinear=True)) - k_mode
assert abs(shift_t4_low / shift_t4 - 0.25) < 0.01
shift_feedback = k_from_mode(
    q_heat, steady_profile(q_heat, feedback=beta)) - k_mode
assert abs(shift_feedback / (-q_heat * beta * length**2 / pi**2) - 1) < 1e-4
shift_clamp = k_from_mode(
    q_heat, steady_profile(q_heat, r_clamp=clamp_resistance)) - k_mode
clamp_estimate = -pi**2 * k_true**2 * area * clamp_resistance / (2 * length)
assert abs(shift_clamp / clamp_estimate - 1) < 0.05

# Third-harmonic voltage: time stepping and numerical lock-in detection
omega = 2 * pi * frequency
tau_app = heat_capacity * length**2 / (pi**2 * k_app)
tau_bare = heat_capacity * length**2 / (pi**2 * k_true)


def v3_formula(k, tau):
    return (4 * current**3 * resistance * abs(beta * resistance) * length
            / (pi**4 * k * area * np.sqrt(1 + (2 * omega * tau)**2)))


steps, periods = 800, 6
dt = 1 / (frequency * steps)
inner = slice(1, N)
A = (k_true / length**2 * D2[inner, inner]
     - g_loss * np.eye(N - 1)) / heat_capacity
left_inverse = np.linalg.inv(np.eye(N - 1) - dt / 2 * A)
propagate = left_inverse @ (np.eye(N - 1) + dt / 2 * A)
drive = left_inverse @ np.ones(N - 1) * dt / heat_capacity
rise = np.zeros(N - 1)
lock_in = 0j
for step in range(steps * periods):
    q_now = 2 * q_heat * np.sin(omega * step * dt)**2
    q_next = 2 * q_heat * np.sin(omega * (step + 1) * dt)**2
    rise = propagate @ rise + drive * (q_now + q_next) / 2
    if step >= steps * (periods - 1):
        t = (step + 1) * dt
        volts = (np.sqrt(2) * current * np.sin(omega * t)
                 * resistance * beta * (weights[inner] @ rise))
        lock_in += 2 / steps * volts * np.exp(-3j * omega * t)
v3_simulated = abs(lock_in) / np.sqrt(2)
v3_mode = v3_formula(k_app, tau_app)
v3_no_loss = v3_formula(k_true, tau_bare)
# Higher axial modes contribute a little over one per cent
assert abs(v3_simulated / v3_mode - 1) < 0.02
assert abs(v3_simulated / v3_no_loss - 1) > 0.04

# Residual nitrogen, free-molecular flow, full accommodation
mass = 28.0 * const.atomic_mass
h_gas = 3 * pressure * np.sqrt(kB / (2 * pi * mass * T0))


def speed_moment(power_of_u):
    return quad(lambda u: u**power_of_u * np.exp(-u * u), 0, 12)[0]


def energy_per_hit(T):
    translation = kB * T * speed_moment(5) / speed_moment(3)
    return translation + kB * T         # two rotational degrees of freedom


mean_speed = np.sqrt(2 * kB * T0 / mass) * speed_moment(3) / speed_moment(2)
hit_rate = pressure / (kB * T0) * mean_speed / 4
h_gas_kinetic = hit_rate * (energy_per_hit(T0 + 1) - energy_per_hit(T0))
assert abs(h_gas_kinetic / h_gas - 1) < 1e-6
shift_gas = 4 * h_gas * length**2 / (pi**2 * diameter)
pressure_equal = pressure * h_rad / h_gas
molecule_size = 0.37e-9
free_path = kB * T0 / (np.sqrt(2) * pi * molecule_size**2 * pressure)


# Absorption of a bare conducting cylinder at normal incidence
def permittivity(w):
    return 1 + 1j / (resistivity * const.epsilon_0 * w)


def wave_absorption(ka, eps):
    """Absorption efficiencies for E along the axis and H along the axis."""
    n = np.arange(int(ka + 4 * ka**(1 / 3) + 5))
    index = np.sqrt(eps)
    inside = index * ka
    log_slope = n / inside - jve(n + 1, inside) / jve(n, inside)
    J, H = jv(n, ka), hankel1(n, ka)
    dJ = n / ka * J - jv(n + 1, ka)
    dH = n / ka * H - hankel1(n + 1, ka)
    multiplicity = np.where(n == 0, 1, 2)
    result = []
    for admittance in (index * log_slope, log_slope / index):
        c = (dJ - admittance * J) / (dH - admittance * H)
        result.append(2 / ka * np.sum(multiplicity * (c.real - abs(c)**2)))
    return np.array(result)


gauss_x, gauss_w = np.polynomial.legendre.leggauss(80)
angle = pi / 4 * (gauss_x + 1)
angle_weight = pi / 4 * gauss_w * np.cos(angle)


def ray_absorption(eps):
    cosine = np.cos(angle)
    root = np.sqrt(eps - np.sin(angle)**2)
    r_s = (cosine - root) / (cosine + root)
    r_p = (eps * cosine - root) / (eps * cosine + root)
    return np.array([np.sum(angle_weight * (1 - abs(r)**2))
                     for r in (r_s, r_p)])


w_test = 3 * kB * T0 / const.hbar
thick_wave = wave_absorption(1500.0, permittivity(w_test))
thick_ray = ray_absorption(permittivity(w_test))
# Edge diffraction leaves a difference of order ka^(-2/3), about one per cent
assert np.all(abs(thick_wave / thick_ray - 1) < 0.03)

x_grid = np.linspace(0.2, 20, 200)
planck_weight = x_grid**4 * np.exp(x_grid) / np.expm1(x_grid)**2
planck_weight /= planck_weight.sum()
w_grid = x_grid * kB * T0 / const.hbar
wave_avg = sum(p * wave_absorption(w * radius / const.c, permittivity(w))
               for p, w in zip(planck_weight, w_grid))
ray_avg = sum(p * ray_absorption(permittivity(w))
              for p, w in zip(planck_weight, w_grid))
peak_wavelength = const.physical_constants[
    "Wien wavelength displacement law constant"][0] / T0

show("length", length * 1e3, "mm")
show("diameter", diameter * 1e6, "um")
show("temperature", T0, "K")
show("Stefan-Boltzmann constant", sigma, "W/m2K4", ".6e")
show("radiative coefficient h, formula", h_rad, "W/m2K", ".4f")
show("radiative coefficient h, Planck integral", h_planck, "W/m2K", ".4f")
show("loss per volume and kelvin g", g_loss, "W/m3K", ".4e")
show("RADIATION SHIFT, formula", shift, "W/mK", ".4f")
show("radiation shift, 3D cylinder", shift_3d, "W/mK", ".4f")
show("Biot number h D/(2k)", h_rad * radius / k_true, "", ".2e")
show("shift at half the length", shift / 4, "W/mK", ".3f")
show("length for shift of 1% of k",
     length * np.sqrt(0.01 * k_true / shift) * 1e3, "mm", ".3f")
show("true conductivity (rough)", k_true, "W/mK")
show("apparent conductivity, fundamental mode", k_app, "W/mK", ".3f")
show("shift in dc mean-rise reading", k_mean - k_true, "W/mK", ".4f")
show("heat capacity (rough)", heat_capacity / 1e6, "MJ/m3K")
show("time constant without loss", tau_bare * 1e3, "ms", ".2f")
show("time constant with loss", tau_app * 1e3, "ms", ".2f")
show("resistivity (rough)", resistivity * 1e6, "uOhm m")
show("resistance coefficient beta (rough)", beta, "1/K")
show("resistance", resistance, "Ohm", ".1f")
show("rms current", current * 1e3, "mA")
show("drive frequency", frequency, "Hz")
show("mean heating power", power * 1e6, "uW", ".2f")
show("heating per volume", q_heat, "W/m3", ".3e")
show("mean dc rise", mean_rise, "K", ".3f")
show("midpoint dc rise", theta_lin[N // 2], "K", ".3f")
show("fundamental dc amplitude", amplitude, "K", ".3f")
show("V3 rms, time simulation", v3_simulated * 1e6, "uV", ".2f")
show("V3 rms, one-mode formula", v3_mode * 1e6, "uV", ".2f")
show("V3 rms, formula without loss", v3_no_loss * 1e6, "uV", ".2f")
show("extra shift, T^4 curvature", shift_t4, "W/mK", "+.4f")
show("extra shift, resistance feedback", shift_feedback, "W/mK", "+.4f")
show("clamp resistance per end (assumed)", clamp_resistance, "K/W", ".0f")
show("filament resistance L/(kS)", length / (k_true * area), "K/W", ".3e")
show("extra shift, clamps", shift_clamp, "W/mK", "+.4f")
show("clamp shift, estimate", clamp_estimate, "W/mK", "+.4f")
show("nitrogen pressure", pressure / const.torr, "Torr", ".1e")
show("gas coefficient", h_gas, "W/m2K", ".3e")
show("extra shift, gas", shift_gas, "W/mK", "+.5f")
show("pressure where gas loss equals radiation",
     pressure_equal / const.torr, "Torr", ".3f")
show("gas mean free path (rough)", free_path, "m", ".1f")
show("Planck peak wavelength", peak_wavelength * 1e6, "um", ".2f")
show("bare cylinder absorption, E along axis", wave_avg[0], "", ".3f")
show("bare cylinder absorption, H along axis", wave_avg[1], "", ".3f")
show("bare cylinder absorption, wave mean", wave_avg.mean(), "", ".3f")
show("bare cylinder absorption, ray mean", ray_avg.mean(), "", ".3f")
show("wave/ray ratio", wave_avg.mean() / ray_avg.mean(), "", ".3f")
show("shift scaled by wave mean", shift * wave_avg.mean(), "W/mK", ".3f")
show("thick-cylinder wave/ray, E along axis",
     thick_wave[0] / thick_ray[0], "", ".4f")
show("thick-cylinder wave/ray, H along axis",
     thick_wave[1] / thick_ray[1], "", ".4f")
print("all tests passed")
```

Running it gives:

```
length: 2 mm
diameter: 10 um
temperature: 300 K
Stefan-Boltzmann constant: 5.670374e-08 W/m2K4
radiative coefficient h, formula: 6.1240 W/m2K
radiative coefficient h, Planck integral: 6.1240 W/m2K
loss per volume and kelvin g: 2.4496e+06 W/m3K
RADIATION SHIFT, formula: 0.9928 W/mK
radiation shift, 3D cylinder: 0.9928 W/mK
Biot number h D/(2k): 3.06e-06
shift at half the length: 0.248 W/mK
length for shift of 1% of k: 0.635 mm
true conductivity (rough): 10 W/mK
apparent conductivity, fundamental mode: 10.993 W/mK
shift in dc mean-rise reading: 0.9787 W/mK
heat capacity (rough): 1.3 MJ/m3K
time constant without loss: 52.69 ms
time constant with loss: 47.93 ms
resistivity (rough): 15 uOhm m
resistance coefficient beta (rough): -0.0003 1/K
resistance: 382.0 Ohm
rms current: 0.2 mA
drive frequency: 1 Hz
mean heating power: 15.28 uW
heating per volume: 9.727e+07 W/m3
mean dc rise: 2.953 K
midpoint dc rise: 4.412 K
fundamental dc amplitude: 4.566 K
V3 rms, time simulation: 29.01 uV
V3 rms, one-mode formula: 28.53 uV
V3 rms, formula without loss: 30.53 uV
extra shift, T^4 curvature: +0.0191 W/mK
extra shift, resistance feedback: +0.0118 W/mK
clamp resistance per end (assumed): 10000 K/W
filament resistance L/(kS): 2.546e+06 K/W
extra shift, clamps: -0.1934 W/mK
clamp shift, estimate: -0.1938 W/mK
nitrogen pressure: 1.0e-05 Torr
gas coefficient: 1.587e-03 W/m2K
extra shift, gas: +0.00026 W/mK
pressure where gas loss equals radiation: 0.039 Torr
gas mean free path (rough): 5.1 m
Planck peak wavelength: 9.66 um
bare cylinder absorption, E along axis: 0.383
bare cylinder absorption, H along axis: 0.531
bare cylinder absorption, wave mean: 0.457
bare cylinder absorption, ray mean: 0.361
wave/ray ratio: 1.266
shift scaled by wave mean: 0.454 W/mK
thick-cylinder wave/ray, E along axis: 1.0007
thick-cylinder wave/ray, H along axis: 1.0235
all tests passed
```
